# Why the constrained-path Monte Carlo energy is not an upper bound, part 1

(Sections cited here and not found follow in the second part.)

A constrained-path Monte Carlo (CPMC) calculation has been run with two trial functions, and the two energies differ by many error bars. One has to decide which run to report and in which direction to move the trial parameters. In fixed-node diffusion Monte Carlo (DMC) for a local potential the decision is settled by a theorem: the energy lies at or above the exact ground-state energy $E_0$, so the lower number is the better one. If the same rule is applied to CPMC it can select the worse trial function, because the mixed energy that CPMC reports can lie below $E_0$. A two-electron model shows this without statistical noise.

## A counter-example

### Hamiltonian and trial function

Take an atom with two orbitals at energies $\mp\Delta/2$ and the Kanamori interaction: repulsion $U$ within an orbital, $U'=U-2J$ between opposite spins in different orbitals, and spin-flip and pair-hopping terms of strength $J$. It holds one spin-up and one spin-down electron, and the basis is $|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle$. The spin-flip term $-J\,c^\dagger_{1\uparrow}c_{1\downarrow}c^\dagger_{2\downarrow}c_{2\uparrow}$ equals $+J\,c^\dagger_{1\uparrow}c_{2\uparrow}\,c^\dagger_{2\downarrow}c_{1\downarrow}$: moving $c_{2\uparrow}$ past two operators gives no sign, and exchanging $c_{1\downarrow}$ with $c^\dagger_{2\downarrow}$ gives one. The pair-hopping term $J\,c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}c_{2\downarrow}c_{2\uparrow}$ equals $+J\,c^\dagger_{1\uparrow}c_{2\uparrow}\,c^\dagger_{1\downarrow}c_{2\downarrow}$ by the first move alone. With their conjugates these four products sum to $J\sigma_{x\uparrow}\sigma_{x\downarrow}$, where $\sigma_{x}$ is the Pauli matrix in orbital space. The Hamiltonian splits into two blocks,

$$H_{11,22}=\begin{pmatrix}U-\Delta & J\\ J& U+\Delta\end{pmatrix},\qquad H_{12,21}=\begin{pmatrix}U'&J\\ J&U'\end{pmatrix},$$

with eigenvalues $U\mp\sqrt{\Delta^2+J^2}$ and $U'\mp J$. The parameters are round model values, $U=4$ eV, $J=1$ eV, $\Delta=3$ eV, $U'=2$ eV, and the spectrum is $0.83772$, $1$, $3$ and $7.16228$ eV. The ground state is the lower state of the first block; it lies below the triplet at $U-3J$ whenever $\Delta^2>8J^2$. Writing it as $(1,-r_0)$, the second row gives $J-(U+\Delta)r_0=-E_0r_0$, so $r_0=J/(\Delta+\sqrt{\Delta^2+J^2})=0.16228$. With $\tan\eta_0=r_0$, $\eta_0=0.16088$ rad, the normalized eigenvectors of the block are

$$\Psi_0=(\cos\eta_0,-\sin\eta_0),\qquad \Psi_+=(\sin\eta_0,\cos\eta_0),\qquad \omega\equiv E_+-E_0=6.32456\ \text{eV}.$$

The trial function is the two-determinant state $|T\rangle=|11\rangle-r|22\rangle$ with $0<r<1$. It is exact at $r=r_0$ and tends to the closed-shell determinant as $r\to0$.

### Real auxiliary fields

CPMC needs $H=K-\tfrac12\sum_a v_a^2$ with real one-body operators $K$ and $v_a$. Since $n^2=n$, each density term obeys $Unn'=-\tfrac U2(n-n')^2+\tfrac U2(n+n')$. Since $\sigma_x^2=1$ for one electron per spin, $J\sigma_{x\uparrow}\sigma_{x\downarrow}=-\tfrac J2(\sigma_{x\uparrow}-\sigma_{x\downarrow})^2+J$. There are five fields:

$$\sqrt U(n_{1\uparrow}-n_{1\downarrow}),\quad \sqrt U(n_{2\uparrow}-n_{2\downarrow}),\quad \sqrt{U'}(n_{1\uparrow}-n_{2\downarrow}),\quad \sqrt{U'}(n_{2\uparrow}-n_{1\downarrow}),\quad \sqrt J(\sigma_{x\uparrow}-\sigma_{x\downarrow}).$$

The leftover one-body pieces give $U/2$, $U'/2$ and $J/2$ per electron, so $K$ acts on each electron as $-\tfrac\Delta2\sigma_z+\tfrac12(U+U'+J)$. The numerical check tests this decomposition against the Hamiltonian built from fermion operators.

### The walk as a diffusion

A walker is a determinant $\Phi=u_\uparrow\otimes u_\downarrow=W\,|\phi(a,b)\rangle$, with weight $W=|u_\uparrow||u_\downarrow|>0$ and unit vector $|\phi\rangle=(\cos a,\sin a)\otimes(\cos b,\sin b)$. One step of imaginary time $\tau$ is $\Phi'=\exp(-\tau K+\sqrt\tau\sum_a x_av_a)\Phi$, with independent Gaussian $x_a$ of zero mean and unit variance.

Let a $2\times2$ matrix $A$ act on one orbital $u=\rho\,\hat u(a)$ through $du/d\epsilon=Au$. With $\hat u_\perp=d\hat u/da=(-\sin a,\cos a)$, the derivative is $\dot\rho\,\hat u+\rho\,\dot a\,\hat u_\perp$, and projection on the two unit vectors gives $\dot\rho/\rho=\hat u^TA\hat u$ and $\dot a=\hat u_\perp^TA\hat u$. For example $n_1$ gives $\dot a=-\tfrac12\sin2a$ and $\sigma_x$ gives $\dot a=\cos 2a$. For a function $F(\Phi)=Wf(a,b)$ and a one-body operator $A=A_\uparrow+A_\downarrow$ the chain rule gives

$$\frac{d}{d\epsilon}F(e^{\epsilon A}\Phi)=W\,X_Af,\qquad X_A=Y_A\cdot\nabla+g_A,$$

where $Y_A=(\dot a,\dot b)$ and $g_A$ is the sum of the two growth rates. $X_A$ is linear in $A$, and integrating the equation gives $F(e^{A}\Phi)=W\,e^{X_A}f$. Insert the exponent of the step and expand. Terms odd in $x$ average to zero, $\overline{x_ax_b}=\delta_{ab}$ removes the cross terms, and

$$\overline{F(\Phi')}=W\,(1+\tau L)f+O(\tau^2),\qquad L=-X_K+\tfrac12\sum_aX_a^2 ,$$

with $X_a\equiv X_{v_a}$. For a linear function $f_t=\langle t|\phi\rangle$, with any fixed vector $t$, the definition gives $X_Af_t=\langle t|A|\phi\rangle$, which is again linear, so $X_A^2f_t=\langle t|A^2|\phi\rangle$ and

$$L\,\langle t|\phi\rangle=-\langle t|H|\phi\rangle. \tag{1}$$

The unconstrained walk therefore samples $e^{-\tau H}$.

### The constraint

A walker is removed when the overlap $O=\langle T|\phi\rangle$ reaches zero. With $S=a+b$ and $d=a-b$, the product formulas $\cos a\cos b=\tfrac12(\cos d+\cos S)$ and $\sin a\sin b=\tfrac12(\cos d-\cos S)$ give

$$O=\tfrac12\left[(1-r)\cos d+(1+r)\cos S\right],$$

so the allowed region is the strip $|S|<w(d)=\arccos(-\kappa\cos d)$, with $\kappa=(1-r)/(1+r)$. It is periodic in $d$, because $(a+\pi,b-\pi)$ is the same determinant.

The noise carries walkers across the node at every point of it. On the node $X_aO=Y_a\cdot\nabla O=\langle T|v_a|\phi\rangle$. For the third field this is $\sqrt{U'}(\cos a\cos b+r\sin a\sin b)=2\sqrt{U'}\cos a\cos b$, and for the fifth it is $\sqrt J(1+r)\sin(a-b)$. The first vanishes on the node only if $\cos a\cos b=\sin a\sin b=0$, where $|\sin(a-b)|=1$ and the second does not vanish.

As $\tau\to0$ the weighted walker density $\chi(a,b)$ settles to a fixed shape that scales as $e^{-\tau E_c}$ per step; $E_c$ is the growth energy. It solves $L^\dagger\chi=-E_c\chi$ with $\chi=0$ on the node, as derived below, and the state that the population represents is $|\Psi_c\rangle=\int\chi\,|\phi\rangle$, normalized here by $\int\chi=1$. The reflection $(a,b)\to(-a,-b)$ leaves $K$, $O$ and the density fields unchanged and reverses the sign of the fifth field, which the Gaussian distribution does not notice. The positive solution, taken to be unique, is then even, and the components $|12\rangle$ and $|21\rangle$ of $\Psi_c$, which are odd, vanish. The exchange $a\leftrightarrow b$, which sends $d\to-d$ at fixed $S$, is a second symmetry: it leaves $K$ and $O$ unchanged, reverses the sign of the first, second and fifth fields, and turns the third field into minus the fourth. Combined with the reflection it makes $\chi$ even in $d$ and in $S$ separately. The program imposes both symmetries and solves the eigenproblem in a basis of cosines in $d$ times even combinations of Legendre polynomials across the strip that vanish at its edges.

### The numbers

Three energies are compared with $E_0=0.83772$ eV: the trial energy $E_T=\langle T|H|T\rangle/\langle T|T\rangle$, the growth energy $E_c$, and the variational energy $E_{\rm var}=\langle\Psi_c|H|\Psi_c\rangle/\langle\Psi_c|\Psi_c\rangle$. The mixed energy $E_{\rm mix}=\langle T|H|\Psi_c\rangle/\langle T|\Psi_c\rangle$, the quantity CPMC reports, is tested to equal $E_c$ within $10^{-5}$ eV in every row. The amplitudes are $c_k=\langle\Psi_k|\Psi_c\rangle$, and energies are in eV.

| $r$ | $E_T-E_0$ | $E_c-E_0$ | $E_{\rm var}-E_0$ | $c_+/c_0$ |
|---|---|---|---|---|
| 0.0800 | +0.04145 | −0.00805 | +0.00155 | −0.01565 |
| 0.1200 | +0.01086 | −0.00461 | +0.00195 | −0.01756 |
| 0.1623 | 0.00000 | 0.00000 | +0.00231 | −0.01914 |
| 0.2000 | +0.00843 | +0.00469 | +0.00260 | −0.02029 |
| 0.2500 | +0.04463 | +0.01148 | +0.00294 | −0.02157 |
| 0.3000 | +0.10723 | +0.01876 | +0.00324 | −0.02265 |
| 0.4000 | +0.30021 | +0.03424 | +0.00376 | −0.02438 |

At both values of $r$ below $r_0$ the CPMC energy lies below the exact energy. At $r=0.08$, where $\kappa=0.85185$, it is $0.82967$ eV, which is $0.00805$ eV (about 8 meV) below $E_0$, and a smaller basis changes it by $3\times10^{-9}$ eV. The value can be rebuilt by hand. With $t_k=\langle T|\Psi_k\rangle$, inserting the two eigenstates gives $\langle T|(H-E_0)|\Psi_c\rangle=\omega\,t_+c_+$ and $\langle T|\Psi_c\rangle=t_0c_0+t_+c_+$. The printed amplitudes are $t_0=0.99990$, $t_+=+0.08122$, $c_0=0.70826$, $c_+=-0.01108$, so

$$E_{\rm mix}-E_0=\frac{6.32456\times0.08122\times(-0.01108)}{0.99990\times0.70826-0.08122\times0.01108}=\frac{-0.00569}{0.70729}=-0.00805\ \text{eV}.$$

The sign has a plain origin. The trial has too little $|22\rangle$ admixture, $0.08<r_0$, while $\Psi_c=(0.69734,-0.12439)$ has too much, $0.12439/0.69734=0.178>r_0$. The mixed energy is bilinear in the two errors and they have opposite signs. The variational energy is quadratic in one error, $\omega c_+^2/\langle\Psi_c|\Psi_c\rangle=6.32456\times0.01108^2/0.50176=0.00155$ eV, and stays positive.

An independent stochastic walk at one finite time step supports the eigenvalue. It uses importance sampling, in which a walker of weight $w$ stands for $w|\phi\rangle/O$, and it shifts the Gaussian fields by the force bias $\sqrt\tau\langle T|v_a|\phi\rangle/O$, capped near the node. The ratio of Gaussian densities is multiplied into $w$, so the shift is an exact change of sampling. To account for paths that cross the node and return within a step, $O$ is treated as a Brownian coordinate with variance $\tau s^2$, $s^2=\sum_a\langle T|v_a|\phi\rangle^2$. By the method of images the fraction of paths from $O$ to $O'>0$ that touch zero is the ratio of $e^{-(O+O')^2/2\tau s^2}$ to $e^{-(O-O')^2/2\tau s^2}$, so the weight is multiplied by $1-e^{-2OO'/\tau s^2}$. With $\tau=0.01$ eV$^{-1}$, 16 populations of 1500 walkers and 900 measured steps the result is $0.82959\pm0.00031$ eV, where the error is the standard error over populations. It agrees with $0.82967$ eV and lies $0.00813/0.00031\approx26$ standard errors below $E_0$. The error bar is statistical only: the walk was not extrapolated to $\tau\to0$, so its time-step error is not measured, and the program's comparison allows $15\%$ of the bias for it.

Choosing the lowest $E_c$ in the table selects $r=0.08$ and moves away from the exact trial. The single-determinant end $r=0$, where $w(d)$ acquires a kink, was not computed.

## The general statement

Assume a real Hamiltonian $H=K-\tfrac12\sum_av_a^2$ in a finite basis, real determinants, the limit $\tau\to0$ and an infinite population. Assume that the noise crosses the node everywhere, and that a stationary density $\chi>0$ exists on the region $O>0$ and is differentiable up to the node. Let $\Psi_0$ be nondegenerate with $\langle\Psi_0|\Psi_c\rangle\neq0$. Then there is a flux $j\ge0$ on the node such that, with $|D\rangle=\oint j\,|\phi\rangle$,

$$(H-E_c)|\Psi_c\rangle=-|D\rangle, \tag{2}$$

$$E_{\rm mix}=E_c,\qquad E_{\rm var}=E_c-\frac{\langle\Psi_c|D\rangle}{\langle\Psi_c|\Psi_c\rangle}\ge E_0,\qquad E_c-E_0=\frac{\langle\Psi_0|D\rangle}{\langle\Psi_0|\Psi_c\rangle}. \tag{3}$$

If moreover $\Psi_c$ depends continuously on the trial and the exact trial gives $D_0\ne0$, there are trial functions arbitrarily close to $\Psi_0$ with $E_{\rm mix}<E_0$, and the bias is linear in the trial error.

### Proof of the flux identity

For any number of electrons the normalized determinants form a smooth compact manifold, and a one-body $A$ acts on $Wf$ as $X_A=Y_A\cdot\nabla+g_A$ for the same reason as above, so $L$ and (1) carry over. Integrals and divergences refer to one fixed smooth volume element, and $n$ is the outward normal of the region. From $\chi\,Y\cdot\nabla h=\nabla\cdot(\chi hY)-h\,\nabla\cdot(\chi Y)$ and the divergence theorem,

$$\int\chi\,Xh=\int(X^\dagger\chi)\,h+\oint(Y\cdot n)\,\chi h,\qquad X^\dagger\chi=-Y\cdot\nabla\chi+(g-\nabla\cdot Y)\chi. \tag{4}$$

Applying (4) once to $X_K$, and twice to $X_a^2$, first with $h=X_af$ and then with $X_a^\dagger\chi$ in place of $\chi$ and $h=f$, gives

$$\int\chi Lf=\int(L^\dagger\chi)f-\oint(Y_K\cdot n)\chi f+\tfrac12\sum_a\oint(Y_a\cdot n)\left[\chi\,X_af+(X_a^\dagger\chi)f\right]. \tag{5}$$

First take $f$ that vanishes on the node. A walker is removed at a point where $f=0$, so removing it does not change $\int\chi f$, and stationarity reads $\int\chi Lf=-E_c\int\chi f$. For $f$ that vanishes in a neighbourhood of the node all boundary terms drop, and since $f$ is otherwise arbitrary, $L^\dagger\chi=-E_c\chi$ inside. For $f=0$ on the node only, $\nabla f=n\,\partial_nf$ there, and the one surviving boundary term, $\tfrac12\oint\chi\sum_a(Y_a\cdot n)^2\partial_nf$, must vanish. As $\partial_nf$ is arbitrary and $\sum_a(Y_a\cdot n)^2>0$, it follows that $\chi=0$ on the node.

Now take any $f$. With $\chi=0$ on the node, only the last term of (5) remains, and there $X_a^\dagger\chi=-Y_a\cdot\nabla\chi=-(Y_a\cdot n)\,\partial_n\chi$. Hence

$$\int\chi Lf=-E_c\int\chi f+\oint jf,\qquad j=-\tfrac12\sum_a(Y_a\cdot n)^2\,\partial_n\chi\ \ge0,$$

where the sign holds because $\chi$ falls to zero along the outward normal. The flux $j$ is the walker weight removed per unit imaginary time and unit area of node. Choosing $f=\langle t|\phi\rangle$ and using (1) gives $-\langle t|H|\Psi_c\rangle=-E_c\langle t|\Psi_c\rangle+\langle t|D\rangle$ for every $t$, which is (2).

Importance sampling does not remove $D$. The sampled density is $\chi O$, which vanishes quadratically at the node, so the importance weight lost there tends to zero, but a walker contributes $|\phi\rangle/O$ to the state, and $\chi$, $\Psi_c$ and $D$ are unchanged.

The two-orbital model has shown a CPMC mixed energy below $E_0$, and the flux identity (2) has been proved. It remains to derive the relations (3) and the linear bias from it, check them on the model, and explain why fixed-node DMC keeps its bound and what can be used instead in CPMC.
